# Wire capacitance and the delay of optimally repeated interconnects: a numerical check

```python
"""
Result under test: a long RC wire with optimally sized and spaced repeaters has
  delay per length = 2 ln2 [1 + sqrt((1+p)/2)] sqrt(R0 C0 r c)   (ln2 x Elmore delay),
and its true 50% delay per length is also proportional to sqrt(R0 C0 r c).
Symbols (SI units inside the program):
  R0, C0 : output resistance and input capacitance of a repeater of size 1
  p      : parasitic output capacitance divided by input capacitance
  r, c   : wire resistance and capacitance per length
  h, l   : repeater size and segment length
A wire segment is represented by a ladder of resistors and capacitors, which is
diagonalized; the continuous line's transfer function checks the ladder.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq, minimize
from scipy.constants import c as light_speed

LN2 = np.log(2.0)
SECTIONS = 50


def stage_elements(h, l, par):
    R0, C0, p, r, c = par
    return R0 / h, p * C0 * h, r * l, c * l, C0 * h


def stage_delays(h, l, par, want_median=True):
    """Mean (Elmore) delay and 50% delay of one stage from its normal modes."""
    Rs, Cp, Rw, Cw, CL = stage_elements(h, l, par)
    n = SECTIONS
    cap = np.full(n + 1, Cw / n)
    cap[0] = Cw / (2 * n) + Cp
    cap[-1] = Cw / (2 * n) + CL
    g = n / Rw
    diagonal = np.full(n + 1, 2 * g)
    diagonal[0] = g + 1 / Rs
    diagonal[-1] = g
    G = np.diag(diagonal) - g * (np.eye(n + 1, k=1) + np.eye(n + 1, k=-1))
    root = np.sqrt(cap)
    rates, modes = np.linalg.eigh(G / np.outer(root, root))
    weights = modes[-1] / root[-1] * (root @ modes)
    mean = np.sum(weights / rates)
    if not want_median:
        return mean, None
    # 1 - v_out falls monotonically, so the 50% time is at most twice the mean
    x = brentq(lambda y: weights @ np.exp(-rates * mean * y) - 0.5,
               0.0, 2.1, xtol=1e-14)
    return mean, mean * x


def per_length(h, l, par, kind):
    mean, median = stage_delays(h, l, par, kind == "true")
    return (median if kind == "true" else LN2 * mean) / l


def optimize(par, kind):
    """Numerical minimum over h and l, started away from the predicted optimum."""
    res = minimize(lambda q: np.log(per_length(np.exp(q[0]), np.exp(q[1]), par, kind)),
                   [np.log(40.0), np.log(2e-4)], method="Nelder-Mead",
                   options={"xatol": 1e-6, "fatol": 1e-10, "maxiter": 600})
    assert res.success
    return np.exp(res.x[0]), np.exp(res.x[1]), np.exp(res.fun)


def closed_form(par):
    R0, C0, p, r, c = par
    h = np.sqrt(R0 * c / (r * C0))
    l = np.sqrt(2 * (1 + p) * R0 * C0 / (r * c))
    tau = 2 * LN2 * (1 + np.sqrt((1 + p) / 2)) * np.sqrt(R0 * C0 * r * c)
    return h, l, tau


def inverse_transfer(s, elements):
    """Source voltage over output voltage for the continuous line."""
    Rs, Cp, Rw, Cw, CL = [mp.mpf(float(e)) for e in elements]
    theta = mp.sqrt(s * Rw * Cw)
    Z = Rw / theta
    V1 = mp.cosh(theta) + Z * s * CL * mp.sinh(theta)
    I1 = mp.sinh(theta) / Z + s * CL * mp.cosh(theta)
    return V1 * (1 + s * Rs * Cp) + Rs * I1


def scaled(par, index, factor):
    new = list(par)
    new[index] *= factor
    return tuple(new)


# Model parameters
R0, C0, p, r, c = 1.0e4, 1.0e-16, 0.5, 2.0e6, 2.0e-10
k_diel = 3.0
L = 1.0e-2
par = (R0, C0, p, r, c)
unit = np.sqrt(R0 * C0 * r * c)

# Elmore formula against ladder modes and against the continuous line
for h, l in [(20.0, 3e-4), (100.0, 8e-5), (300.0, 2e-5)]:
    formula = (R0 / h) * ((1 + p) * h * C0 + c * l) + r * l * (c * l / 2 + h * C0)
    mean, median = stage_delays(h, l, par)
    assert abs(mean / formula - 1) < 1e-8
    mp.mp.dps = 40
    el = stage_elements(h, l, par)
    s = mp.mpf(10) ** (-8) / mp.mpf(float(formula))
    slope = (inverse_transfer(s, el) - 1) / s
    assert abs(float(slope) / formula - 1) < 1e-6
    # the continuous line must be at 50% at the ladder's 50% time; the
    # tolerance covers the finite number of ladder sections
    mp.mp.dps = 20
    tau_unit = float(formula)
    el_scaled = (el[0], el[1] / tau_unit, el[2], el[3] / tau_unit, el[4] / tau_unit)
    v = mp.invertlaplace(lambda z: 1 / (z * inverse_transfer(z, el_scaled)),
                         median / tau_unit, method="talbot")
    assert abs(float(mp.re(v)) - 0.5) < 1e-3

# Closed-form optimum against numerical minimization, for several parameter sets
for test_par in [par, (5e3, 2e-16, 0.0, 1e6, 1.5e-10), (2e4, 8e-17, 1.2, 4e6, 3e-10)]:
    h_num, l_num, t_num = optimize(test_par, "elmore")
    h_f, l_f, t_f = closed_form(test_par)
    assert abs(h_num / h_f - 1) < 1e-4 and abs(l_num / l_f - 1) < 1e-4
    assert abs(t_num / t_f - 1) < 1e-7
    rep_cap = (1 + test_par[2]) * h_num * test_par[1] / l_num
    assert abs(rep_cap / (test_par[4] * np.sqrt((1 + test_par[2]) / 2)) - 1) < 3e-4

h_opt, l_opt, tau_opt = closed_form(par)

# True 50% delay: square-root law in each of the four parameters separately
h_true, l_true, tau_true = optimize(par, "true")
for index, factor in [(0, 4.0), (1, 0.3), (3, 2.5), (4, 0.25)]:
    h_s, l_s, t_s = optimize(scaled(par, index, factor), "true")
    assert abs(t_s / tau_true / np.sqrt(factor) - 1) < 1e-7
assert abs(tau_true / tau_opt - 1) < 0.10

# Logarithmic slope in c with the design held fixed at its own optimum
step = 1e-3


def fixed_slope(h, l, kind):
    up = per_length(h, l, scaled(par, 4, np.exp(step)), kind)
    down = per_length(h, l, scaled(par, 4, np.exp(-step)), kind)
    return np.log(up / down) / (2 * step)


slope_elmore = fixed_slope(h_opt, l_opt, "elmore")
slope_true = fixed_slope(h_true, l_true, "true")
assert abs(slope_elmore - 0.5) < 1e-4 and abs(slope_true - 0.5) < 1e-4

# Finite changes of c, with and without redesign
changes = []
for x in (0.8, 0.5):
    new_par = scaled(par, 4, x)
    redesigned = optimize(new_par, "elmore")[2]
    kept = per_length(h_opt, l_opt, new_par, "elmore")
    assert abs(redesigned / tau_opt - np.sqrt(x)) < 1e-6
    assert abs(kept / tau_opt - (1 + x) / 2) < 1e-6
    changes.append((x, redesigned, kept))

# Long wire without repeaters, one driver of the optimum size
bare = stage_delays(h_opt, L, par)[1]
bare_slope = np.log(stage_delays(h_opt, L, scaled(par, 4, np.exp(step)))[1]
                    / stage_delays(h_opt, L, scaled(par, 4, np.exp(-step)))[1]) / (2 * step)
bare_double = stage_delays(h_opt, 2 * L, par)[1]
assert 0.95 < bare_slope < 1.0
assert 3.8 < bare_double / bare < 4.0

terms = LN2 * np.array([(1 + p) * R0 * C0 / l_opt, r * c * l_opt / 2,
                        R0 * c / h_opt, r * C0 * h_opt])
assert abs(terms.sum() / per_length(h_opt, l_opt, par, "elmore") - 1) < 1e-8
sparse = per_length(h_opt, 2 * l_opt, par, "elmore")
flight = l_opt * np.sqrt(k_diel) / light_speed
PSMM = 1e9   # s/m to ps/mm

print(f"R0 = {R0/1e3:.1f} kOhm")
print(f"C0 = {C0*1e15:.2f} fF")
print(f"p = {p:.2f} (no unit)")
print(f"r = {r*1e-6:.2f} Ohm/um")
print(f"c = {c*1e9:.3f} fF/um")
print(f"relative permittivity k = {k_diel:.1f} (no unit)")
print(f"wire length = {L*1e3:.1f} mm")
print(f"R0*C0 = {R0*C0*1e12:.3f} ps")
print(f"sqrt(R0 C0 r c) = {unit*PSMM:.3f} ps/mm")
print(f"optimum size h = {h_opt:.2f} (no unit)")
print(f"optimum spacing l = {l_opt*1e6:.2f} um")
print(f"Elmore prefactor = {tau_opt/unit:.4f} (no unit)")
print(f"minimum delay per length, ln2 x Elmore = {tau_opt*PSMM:.3f} ps/mm")
print(f"term (1+p)R0C0/l times ln2 = {terms[0]*PSMM:.3f} ps/mm")
print(f"term rcl/2 times ln2 = {terms[1]*PSMM:.3f} ps/mm")
print(f"term R0c/h times ln2 = {terms[2]*PSMM:.3f} ps/mm")
print(f"term rC0h times ln2 = {terms[3]*PSMM:.3f} ps/mm")
print(f"share of terms containing c = {(terms[1]+terms[2])/terms.sum():.4f} (no unit)")
print(f"number of segments L/l = {L/l_opt:.1f} (no unit)")
print(f"delay of whole repeated wire = {tau_opt*L*1e12:.1f} ps")
print(f"50% delay of same wire without repeaters = {bare*1e12:.0f} ps")
print(f"its log slope in c = {bare_slope:.4f} (no unit)")
print(f"its delay ratio for doubled length = {bare_double/bare:.3f} (no unit)")
print(f"true 50% delay: optimum size = {h_true:.2f} (no unit)")
print(f"true 50% delay: optimum spacing = {l_true*1e6:.2f} um")
print(f"true 50% delay: prefactor K = {tau_true/unit:.3f} (no unit)")
print(f"true 50% delay: minimum per length = {tau_true*PSMM:.2f} ps/mm")
print(f"fixed-design log slope in c, Elmore = {slope_elmore:.4f} (no unit)")
print(f"fixed-design log slope in c, true delay = {slope_true:.4f} (no unit)")
for x, redesigned, kept in changes:
    print(f"c times {x:.1f} (k = {k_diel*x:.1f}): redesigned = {redesigned*PSMM:.3f} ps/mm")
    print(f"c times {x:.1f}: redesigned ratio = {redesigned/tau_opt:.4f} (no unit)")
    print(f"c times {x:.1f}: old design kept = {kept*PSMM:.3f} ps/mm")
    print(f"c times {x:.1f}: old design ratio = {kept/tau_opt:.4f} (no unit)")
    h_x, l_x, _ = closed_form(scaled(par, 4, x))
    print(f"c times {x:.1f}: new size = {h_x:.2f} (no unit)")
    print(f"c times {x:.1f}: new spacing = {l_x*1e6:.2f} um")
print(f"delay per length at doubled spacing = {sparse*PSMM:.3f} ps/mm")
print(f"its ratio to the minimum = {sparse/tau_opt:.4f} (no unit)")
print(f"repeater capacitance per length = {(1+p)*h_opt*C0/l_opt*1e9:.4f} fF/um")
print(f"stage delay at optimum = {tau_opt*l_opt*1e12:.3f} ps")
print(f"flight time through one segment = {flight*1e12:.3f} ps")
print("OK")
```

Running it gives:

```
R0 = 10.0 kOhm
C0 = 0.10 fF
p = 0.50 (no unit)
r = 2.00 Ohm/um
c = 0.200 fF/um
relative permittivity k = 3.0 (no unit)
wire length = 10.0 mm
R0*C0 = 1.000 ps
sqrt(R0 C0 r c) = 20.000 ps/mm
optimum size h = 100.00 (no unit)
optimum spacing l = 86.60 um
Elmore prefactor = 2.5869 (no unit)
minimum delay per length, ln2 x Elmore = 51.737 ps/mm
term (1+p)R0C0/l times ln2 = 12.006 ps/mm
term rcl/2 times ln2 = 12.006 ps/mm
term R0c/h times ln2 = 13.863 ps/mm
term rC0h times ln2 = 13.863 ps/mm
share of terms containing c = 0.5000 (no unit)
number of segments L/l = 115.5 (no unit)
delay of whole repeated wire = 517.4 ps
50% delay of same wire without repeaters = 15454 ps
its log slope in c = 0.9901 (no unit)
its delay ratio for doubled length = 3.961 (no unit)
true 50% delay: optimum size = 97.12 (no unit)
true 50% delay: optimum spacing = 82.52 um
true 50% delay: prefactor K = 2.763 (no unit)
true 50% delay: minimum per length = 55.26 ps/mm
fixed-design log slope in c, Elmore = 0.5000 (no unit)
fixed-design log slope in c, true delay = 0.5000 (no unit)
c times 0.8 (k = 2.4): redesigned = 46.275 ps/mm
c times 0.8: redesigned ratio = 0.8944 (no unit)
c times 0.8: old design kept = 46.563 ps/mm
c times 0.8: old design ratio = 0.9000 (no unit)
c times 0.8: new size = 89.44 (no unit)
c times 0.8: new spacing = 96.82 um
c times 0.5 (k = 1.5): redesigned = 36.584 ps/mm
c times 0.5: redesigned ratio = 0.7071 (no unit)
c times 0.5: old design kept = 38.803 ps/mm
c times 0.5: old design ratio = 0.7500 (no unit)
c times 0.5: new size = 70.71 (no unit)
c times 0.5: new spacing = 122.47 um
delay per length at doubled spacing = 57.740 ps/mm
its ratio to the minimum = 1.1160 (no unit)
repeater capacitance per length = 0.1732 fF/um
stage delay at optimum = 4.481 ps
flight time through one segment = 0.500 ps
OK
```
